# The Lomer reaction in fcc crystals: geometry, energy and film stress

## Problem

An fcc crystal has cubic edge $a$. Two long, straight, parallel dislocations have the same line sense $\boldsymbol\xi$, along the intersection of their glide planes:

- parent 1: $\mathbf b_1=\frac a2[-1,0,1]$ on $(1,1,1)$,
- parent 2: $\mathbf b_2=\frac a2[0,-1,-1]$ on $(1,1,-1)$.

(a) Find the line direction, the Burgers vector of the combined dislocation, its character and its glide plane. Is that plane one of the octahedral slip planes $\{111\}$?

(b) Compare the energies before and after, first by Frank's $b^2$ estimate and then by isotropic elasticity.

(c) Do the parents attract at every relative position, and how much work does their approach release?

(d) Evaluate the result for an aluminium interconnect film.

Parts (b) and (c) assume linear isotropic elasticity outside a core of radius $r_0$, with shear modulus $\mu$ and Poisson ratio $-1<\nu<\frac12$.

## Hints

1. A glide plane contains both the line and the Burgers vector. If these are not parallel, their cross product gives its normal.
2. Split each Burgers vector into a screw part $s=\mathbf b\cdot\boldsymbol\xi$ and an edge part $\mathbf e=\mathbf b-s\boldsymbol\xi$. Their elastic energies add.
3. For the energy, find the work done on the faces of a cut ending at the line.
4. For the attraction, take the radial component of the Peach–Koehler force. Its angular dependence cancels.

## Solution

### (a) Geometry

The Burgers vectors lie in the stated planes: $-1+0+1=0$ and $0-1+1=0$. The planes meet along

$$[1,1,1]\times[1,1,-1]=[-2,2,0],\qquad \boldsymbol\xi=\frac{[-1,1,0]}{\sqrt2}.$$

Burgers vectors add when line senses agree, so

$$\mathbf b_3=\mathbf b_1+\mathbf b_2=\frac a2[-1,-1,0].$$

Since $\mathbf b_3\cdot\boldsymbol\xi\propto 1-1=0$, the product is a pure edge dislocation. Its glide-plane normal is parallel to

$$[-1,1,0]\times[-1,-1,0]=[0,0,2],$$

so it glides on $(001)$. This is the Lomer dislocation.

All four octahedral planes fail to contain both vectors. The planes $(1,1,1)$ and $(1,1,-1)$ contain the line, but $[-1,-1,0]$ has dot product $-2$ with each normal. The planes $(1,-1,1)$ and $(-1,1,1)$ contain $\mathbf b_3$, but $[-1,1,0]$ has dot products $-2$ and $2$ with their normals. The straight product therefore cannot glide on any octahedral plane. Moving the intact product out of $(001)$ requires climb, which adds or removes atoms at the edge of the extra half-plane. Geometry alone does not forbid glide on $(001)$; its resistance depends on the core.

### (b) Energy

**Frank's estimate.** Each parent has $b^2=\frac{a^2}{4}(1+1)=\frac{a^2}{2}$, and so does the product. The sum therefore falls from $a^2$ to $a^2/2$.

The product is also stable by this measure against splitting into two perfect dislocations. An fcc lattice vector is $\frac a2[h,k,l]$ with $h+k+l$ even, so the smallest nonzero value of $h^2+k^2+l^2$ is 2. Two such vectors have a total $b^2$ of at least $a^2$. Splitting into partial dislocations is a separate question.

**Elastic fields.** Frank's estimate ignores line character. Put local $z$ along $\boldsymbol\xi$ and $x$ along $\mathbf e$, with $e=|\mathbf e|$ and $r^2=x^2+y^2$. The displacements are

$$u_x=\frac e{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],\qquad u_z=\frac{s\theta}{2\pi},$$

$$u_y=-\frac e{2\pi}\left[\frac{1-2\nu}{2(1-\nu)}\ln r+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

After one circuit $\theta$ grows by $2\pi$ and every other term returns to its value, so the displacement jump is $(e,0,s)$, as required.

For the shear strain, use $\partial_y\theta=x/r^2$, $\partial_y(xy/r^2)=x(x^2-y^2)/r^4$ and $\partial_x[(x^2-y^2)/r^2]=4xy^2/r^4$:

$$\partial_yu_x+\partial_xu_y=\frac{e\,x}{4\pi(1-\nu)r^4}\left[2(1-\nu)r^2+x^2-y^2-(1-2\nu)r^2-2y^2\right].$$

The bracket is $r^2+x^2-3y^2=2(x^2-y^2)$. The normal strains are

$$\varepsilon_{xx}=\frac{e\,y}{4\pi(1-\nu)r^4}\left[-2(1-\nu)r^2+y^2-x^2\right],$$

$$\varepsilon_{yy}=\frac{e\,y}{4\pi(1-\nu)r^4}\left[-(1-2\nu)r^2+2x^2\right].$$

Their sum is $-e(1-2\nu)y/[2\pi(1-\nu)r^2]$. Hooke's law, $\sigma_{ij}=2\mu\varepsilon_{ij}+\frac{2\mu\nu}{1-2\nu}\delta_{ij}\varepsilon_{kk}$, then gives, with $A=\mu e/[2\pi(1-\nu)]$,

$$\sigma_{xx}=-A\frac{y(3x^2+y^2)}{r^4},\quad
\sigma_{yy}=A\frac{y(x^2-y^2)}{r^4},\quad
\sigma_{xy}=A\frac{x(x^2-y^2)}{r^4},$$

$$\sigma_{xz}=-\frac{\mu s}{2\pi}\frac y{r^2},\qquad \sigma_{yz}=\frac{\mu s}{2\pi}\frac x{r^2}.$$

These stresses are in equilibrium:

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\frac{Axy}{r^6}\left[(6x^2-2y^2)+(-6x^2+2y^2)\right]=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=\frac A{r^6}\left[(-x^4+6x^2y^2-y^4)+(x^4-6x^2y^2+y^4)\right]=0.$$

For the screw part, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}$ is proportional to $2xy/r^4-2xy/r^4=0$.

**Energy of one line.** Cut the region $r_0<r<R$ along $y=0$, $x>0$. The elastic energy is half the boundary traction times displacement. The curved surfaces contribute nothing in total. Their traction is $(A/r)(-\sin2\theta,\cos2\theta,0)$, and multiplying by the arc element $r\,d\theta$ removes $r$. The angular parts of the displacement thus give equal and opposite terms at $R$ and $r_0$. The $\ln r$ part is a uniform shift on each circle and multiplies a total force of zero. The cut faces remain:

$$E=\frac12\int_{r_0}^R(e\sigma_{xy}+s\sigma_{yz})_{y=0}\,dx=K\ln\frac R{r_0},$$

$$K=\frac\mu{4\pi}\left[s^2+\frac{e^2}{1-\nu}\right].$$

**The drop.** The screw parts are

$$s_1=\frac a2\frac1{\sqrt2}=\frac a{2\sqrt2},\qquad s_2=-\frac a{2\sqrt2}.$$

The parents make angles of $60^\circ$ and $120^\circ$ with the line, and their screw parts cancel on combination. For each parent $s^2=a^2/8$ and $e^2=a^2/2-a^2/8=3a^2/8$. The product has $s=0$ and $e^2=a^2/2$. Hence

$$\Delta K=K_1+K_2-K_3=\frac\mu{4\pi}\left[\frac{a^2}4+\frac{3a^2/4-a^2/2}{1-\nu}\right]$$

$$\boxed{\Delta K=\frac{\mu a^2}{16\pi}\left[1+\frac1{1-\nu}\right]}$$

This is positive throughout the stable range, since $1-\nu>0$. At $\nu=0$, screw and edge lines of equal $b$ have equal $K$, and the fractional drop is Frank's one half. For positive $\nu$ the product suffers from being pure edge, so the fractional drop is smaller, although it never vanishes in this range.

The result concerns the logarithmic energy. Core energies are left out. They weigh most at small separations, but part (d) shows that they can still be significant at 35 core radii.

### (c) Attraction and released work

Moving unit length of line by $\delta\mathbf x$ sweeps the area vector $\boldsymbol\xi\times\delta\mathbf x$. The material on the side to which it points shifts by $\mathbf b$ relative to the other side. The stress does work $(\boldsymbol\sigma\mathbf b)\cdot(\boldsymbol\xi\times\delta\mathbf x)$, which gives the Peach–Koehler force

$$\mathbf F=(\boldsymbol\sigma\mathbf b)\times\boldsymbol\xi.$$

Place parent 1 at the origin, with $x$ along $\mathbf e_1$, and parent 2 at $(r,\theta)$. Let $\mathbf e_2$ have local components $(p,q)$, and write $c=\cos\theta$, $g=\sin\theta$. The radial force on parent 2 is

$$F_r=p(c\sigma_{xy}-g\sigma_{xx})+q(c\sigma_{yy}-g\sigma_{xy})+s_2(c\sigma_{yz}-g\sigma_{xz}).$$

The first bracket is $(A/r)[c^2(c^2-g^2)+g^2(3c^2+g^2)]=(A/r)(c^2+g^2)^2=A/r$. The second is zero because its two terms are equal. The third is $\mu s_1/(2\pi r)$. Since $e_1p=\mathbf e_1\cdot\mathbf e_2$,

$$F_r=\frac\mu{2\pi r}\left[s_1s_2+\frac{\mathbf e_1\cdot\mathbf e_2}{1-\nu}\right].$$

Here $\mathbf b_1\cdot\mathbf b_2=-a^2/4$ and $s_1s_2=-a^2/8$, so $\mathbf e_1\cdot\mathbf e_2=-a^2/8$. Both terms attract, and

$$F_r=-\frac{\Delta K}r$$

at every angle. There is also a tangential force. It does not change this radial result, but because each parent is confined to its own plane, it can make one of them glide away from the intersection line when their distances from that line are unequal enough.

The parents must move on their own planes. Measure positions from the intersection line as $\mathbf p_1=d_1\mathbf t_1$ and $\mathbf p_2=d_2\mathbf t_2$, with

$$\mathbf t_1=\frac{[1,1,-2]}{\sqrt6},\qquad \mathbf t_2=\frac{[1,1,2]}{\sqrt6}.$$

In an infinite body the interaction energy depends on $\mathbf p_2-\mathbf p_1$ alone, so $\mathbf F_1=-\mathbf F_2$ and

$$\mathbf F_1\cdot\mathbf p_1+\mathbf F_2\cdot\mathbf p_2=\mathbf F_2\cdot(\mathbf p_2-\mathbf p_1)=-\Delta K.$$

If both distances shrink in proportion, the separation keeps its direction. Reducing it from $D$ to $r_0$ releases

$$W=\int_{r_0}^D\frac{\Delta K}r\,dr=\Delta K\ln\frac D{r_0}.$$

This value holds only for a fixed direction of separation. The tangential force corresponds to an angular term in the interaction energy, which up to a constant is $\Delta K\ln r-\frac{\mu a^2}{6\pi(1-\nu)}\frac{d_1d_2}{r^2}$. If the ratio $d_2/d_1$ changes during the approach, the change in this term adds to $W$. The factor $d_1d_2/r^2$ runs from $-\frac34$ at $d_2=-d_1$ to $\frac38$ at $d_2=d_1$.

For $d_1=d_2=d$, reflection in $(001)$ exchanges the planes and the edge parts $\frac a4[-1,-1,2]$ and $\frac a4[-1,-1,-2]$. Reflection may also reverse both edge Burgers vectors, which leaves their interaction unchanged. The screw interaction depends on distance and the product $s_1s_2$, so it is unchanged too. The two glide forces are therefore equal, each $\Delta K/(2d)$ towards the junction.

### (d) Aluminium film

Take as model inputs, chosen to resemble aluminium and not quoted as measurements, $a=0.405$ nm and $C_{11},C_{12},C_{44}=107,61,28$ GPa. The Voigt average gives

$$\mu=\frac{107-61+3(28)}5=26\ \text{GPa}.$$

The corresponding Lamé constant is $(107+4\times61-2\times28)/5=59$ GPa, so $\nu=59/[2(59+26)]=0.347$. Then

$$\Delta K=\frac{26(0.405)^2}{16\pi}\left[1+\frac1{0.653}\right]=0.215\ \text{nN}=1.34\ \text{eV/nm}.$$

Each parent has $K=0.237$ nN and the product has $0.260$ nN. The fractional drop is $0.215/0.475=0.45$, slightly below Frank's half.

Choose $r_0=b=a/\sqrt2=0.286$ nm and a starting separation of 10 nm:

$$W=1.34\ln\frac{10}{0.286}=1.34\times3.55=4.8\ \text{eV/nm}.$$

**Comparison with a real film.** The constants suit aluminium metallization, but the straight, infinite, parallel lines are an idealization. Real segments can be curved, and only a portion aligned with $\boldsymbol\xi$ matches this calculation; the effect of curvature is not sized here. The 4.8 eV/nm is for a fixed direction of separation, such as $d_1=d_2$. Frictionless glide with equal mobilities from other 10 nm starts ends near $d_1=d_2$, and the angular term of part (c) raises the work to 5.6 eV/nm for a start with $d_2=0$ and to 7.2 eV/nm for a start near $d_2=-d_1$. Doubling or halving the product's core radius alone changes the energy balance by 1.1 eV/nm. Cubic anisotropy lowers $W$ by 0.14 eV/nm. With an assumed stacking-fault energy of 150 mJ/m², a continuum estimate gives parents split by 0.58 nm. If fault energy is counted only beyond one core radius, splitting lowers their combined starting energy, and hence the drop, by about 0.21 eV/nm. That width is only about two core radii, however, and counting the fault over its whole width reverses the sign, so this estimate does not settle the correction. Splitting of the product is not included. An assumed 5% modulus loss between 300 K and 400 K removes another 0.24 eV/nm. At 400 K the thermal energy is 0.034 eV, far below the energy released by one nanometre of junction. None of these estimates replaces an atomistic core calculation.

## Variation 1: reverse one line

Suppose parent 2 keeps its Burgers vector but has line sense $-\boldsymbol\xi$. Described with sense $+\boldsymbol\xi$, its Burgers vector is $-\mathbf b_2$. What changes?

**Solution.** The sum becomes

$$\mathbf b_1-\mathbf b_2=\frac a2[-1,1,2],\qquad |\mathbf b_1-\mathbf b_2|^2=\frac{3a^2}2.$$

Frank's sum would rise from $a^2$ to $1.5a^2$. Elasticity agrees: both $s_1s_2$ and $\mathbf e_1\cdot\mathbf e_2$ change sign, so $F_r=+\Delta K/r$. The lines repel radially, and combining them would raise the total energy factor by $\Delta K$. The pair of slip systems is therefore not enough to specify the reaction; the line senses are needed.

## Variation 2: add film stress

The film carries an equal biaxial tension $S=200$ MPa. Compare grains with film normals $[-1,1,1]$ and $[1,1,1]$. In the first, can the stress hold a parent away from the junction?

**Solution.** For unit film normal $\mathbf n$, the stress is $\boldsymbol\sigma=S(\mathbf I-\mathbf n\mathbf n)$. A slip system with unit plane normal $\mathbf m$ and unit slip direction $\hat{\mathbf b}$ has $\mathbf m\cdot\hat{\mathbf b}=0$, so its resolved shear has magnitude

$$|\tau|=S\,|(\mathbf m\cdot\mathbf n)(\mathbf n\cdot\hat{\mathbf b})|.$$

| Film normal | Parent 1 | Parent 2 | Lomer |
|---|---:|---:|---:|
| $[-1,1,1]$ | 0.272 | 0.272 | 0 |
| $[1,1,1]$ | 0 | 0.272 | 0.471 |

The entries are $|\tau|/S$. For example, parent 1 in the first grain has $\frac13\cdot\frac2{\sqrt6}=0.272$. In that grain the film stress gives the Lomer no glide force on $(001)$. In the second grain it does, so immobility there would have to come from resistance to $(001)$ glide, not from zero resolved stress.

In the first grain the glide force on each parent has magnitude

$$f=0.200\times0.272\times0.286=0.0156\ \text{N/m}.$$

Its direction follows from $\boldsymbol\xi\times\mathbf t_1=-[1,1,1]/\sqrt3$ and $\boldsymbol\xi\times\mathbf t_2=[1,1,-1]/\sqrt3$. Substitution in the Peach–Koehler force gives

$$\mathbf F_1\cdot\mathbf t_1=+\frac{Sa}{3\sqrt3},\qquad \mathbf F_2\cdot\mathbf t_2=-\frac{Sa}{3\sqrt3}.$$

With $d_1=d_2=d>0$, tension pushes parent 1 outward and parent 2 inward. The outward push on parent 1 balances its attraction when

$$d=\frac{\Delta K}{2f}=\frac{0.215}{2(0.0156)}=6.9\ \text{nm}.$$

The parents are then $4d/\sqrt6=11.2$ nm apart. This is a momentary balance for parent 1 only, since both forces drive parent 2 inward. It does not hold parent 1 in place: once parent 2 has moved from $d$ towards the junction line, the attraction on parent 1 at the same $d$ exceeds the film's push. If parent 2 were at the line itself, that attraction would be $\Delta K/d$, twice the push. With both lines free, the forces balance at $d_1=14.8$ nm, $d_2=1.0$ nm, but this balance is unstable. For frictionless glide with equal mobilities, equal starts at $d=8$ and $10$ nm still end at the junction, while starts at $d=14$, $20$ and $30$ nm separate. A 10 nm start with $d_1=d_2$ lies inside this distance, so both parents initially move towards the junction if lattice friction is neglected. For equal inward displacements, the film's work on the two parents cancels. If parent 2 instead starts on the other side, $d_2=-d$, tension pushes both outward. Reflection in $(110)$ now exchanges the two positions, and exchanges the edge parts apart from a common change of sign, so the glide forces of attraction are again equal, each $\Delta K/(2d)$. Beyond 6.9 nm from the junction the tension therefore overcomes their attraction. In this arrangement the parents are only $2d/\sqrt3=8.0$ nm apart at the balance, so from a symmetric 10 nm start the parents initially move away from the junction, again neglecting lattice friction. The initial motion depends on which sides they start from, not on their separation alone.

These forces assume an infinite body. For a line parallel to a free surface and 500 nm from it, the image-force scale for a parent, $K_1/(500\ \text{nm})$, is 0.030 of the attraction at the balance point; at 250 nm, the middle of a 500 nm film, it is 0.061. In the $[-1,1,1]$ grain, however, the lines make an angle of $35^\circ$ with the film normal and meet both surfaces of a 500 nm film. The scale is therefore only a rough guide for their middle portions, and it does not cover segments close to a surface, where the image force can be much larger.

## Table of computed values

```
Line direction: [-1, 1, 0]
Product Burgers vector in units of a/2: [-1, -1, 0]
Product glide normal: [0, 0, 1]
Octahedral glide planes, parent 1, parent 2, product: [1, 1, 0]
Sum of parent b squared / a squared: 1
Product b squared / a squared: 0.5
Reversed-sense product b squared / a squared: 1.5
Parent 1 angle to line: 60 deg
Parent 2 angle to line: 120 deg
Product angle to line: 90 deg
Cubic edge a: 0.405 nm
Elastic constants C11, C12, C44: 107, 61, 28 GPa
Voigt shear modulus: 26 GPa
Voigt Poisson ratio: 0.3471
Burgers length and core radius: 0.2864 nm
Energy factor of each parent: 0.2373 nN
Energy factor of product: 0.2599 nN
Drop in energy factor: 0.2148 nN
Drop in energy factor, converted: 1.341 eV/nm
Starting separation: 10 nm
Logarithm of separation/core radius: 3.553
Work released in approach: 4.763 eV/nm
Film stress: 200 MPa
Film thickness: 500 nm
Resolved factors for parent 1, parent 2, product:
  film normal [-1,1,1]: 0.272, 0.272, 0.000
  film normal [1,1,1]: 0.000, 0.272, 0.471
Film glide force on each parent, normal [-1,1,1]: 0.01559 N/m
Distance from junction where forces balance: 6.89 nm
Parent separation at that balance: 11.2 nm
Cubic-crystal drop in energy factor: 0.2085 nN
Anisotropy change in released work: 0.14 eV/nm
Assumed stacking-fault energy: 150 mJ/m2
Estimated parent splitting width: 0.58 nm
Estimated splitting gain, both parents: 0.21 eV/nm
Effect of factor 2 in product core radius: 1.1 eV/nm
Largest opposing film work in approach: 1.2 eV/nm
Temperature of use: 400 K
Assumed modulus loss from 300 K: 5 %
Softening change in released work: 0.24 eV/nm
Image-force scale / attraction at balance: 0.033
Thermal energy: 0.034 eV
```
